Static electric-field quenching of hydrogen 2S with a spinless nucleus, part 2

A static electric field F along z mixes hydrogen 2S1/2 with 2P1/2 and 2P3/2, which decay to 1S; the quenching rate Γ is sought. Hartree atomic units are used; α is the fine-structure constant; the nucleus is infinitely heavy and spinless. Measured from field-free 2S, E₁ = −L and E₃ = Δ − L (labels are 2j), with L the Lamb shift and Δ the 2P fine-structure splitting.

(a) ψ = (u(r)/r) Y_lm, u₂ₛ = r(1 − r/2) e^(−r/2)/√2, r₁₂ = ⟨1s|r|2p⟩ = 128√6/243; the s–p angular factor of cos θ is 1/√3 for m_l = 0.

(b) With m_l and spin as labels,
|1⟩ = (1/√3)|0↑⟩ − √(2/3)|1↓⟩,
|3⟩ = √(2/3)|0↑⟩ + (1/√3)|1↓⟩.
Their field couplings to 2S↑ are V₁ = −√3 F, V₃ = −√6 F.

(c) For photon polarization e, direction n and frequency ω = 3/8, the 2P decay matrix is
Γ_ab = (α³ω³/2π) Σ_{m_s} ∫dΩ Σ_e ⟨a|e·r|1s m_s⟩⟨1s m_s|e·r|b⟩,
Γ_ab = γ δ_ab, γ = (4/3) α³ω³ r₁₂²/3.

(d) The amplitudes are c for 2S and p_j = V_j c/(E − ε_j) for |j⟩, with ε_j = E_j − iγ/2. The pole equation is
E = f(E), f(E) = Σ_j V_j²/(E − ε_j).
Each root has Γ = −2 Im E, and exactly
Γ = γ Σ_j |p_j|² / (|c|² + Σ_j |p_j|²).

The program's Hermitian test models, in units of the 2P width with V₁² = V₀²/3, V₃² = 2V₀²/3, are A (E₁ = −1.0, E₃ = 2.5, V₀ = 0.5) and B (E₁ = 0, E₃ = 2.5, V₀ = 0.2).

(e) With D_j = −ε_j, to order F²,
E⁽²⁾ = f(0) = 3F²/D₁ + 6F²/D₃,
Γ = γF² [ 3/(L² + γ²/4) + 6/((Δ − L)² + γ²/4) ].
Re E⁽²⁾ is the Stark shift. The long-lived mode's light is centred on the shifted 2S–1S frequency. The field-free two-photon rate γ_S adds to Γ.

**(f) Find the correction of order F⁴ and state where the result of (e) fails.**

Solution. Expand f(E) = Σ V_j²/(E + D_j) about zero:

f(E) = S₁ − S₂E + …,  S₁ = Σ V_j²/D_j,  S₂ = Σ V_j²/D_j².

Putting E = S₁ on the right gives

E⁽⁴⁾ = −S₁S₂,  Γ⁽⁴⁾ = 2 Im(S₁S₂).

The expansion parameter is |S₂|, so (e) requires |V_j| ≪ |D_j| for both j. No other n = 2 state enters at this order, since P–P elements vanish and there is no 2D level.

For γ ≪ L let x₁ = L, x₃ = L − Δ and P_n = Σ V_j²/x_jⁿ. To first order in γ, D⁻ⁿ = x⁻ⁿ(1 − i nγ/2x), so

S₁ = P₁ − (iγ/2)P₂,  S₂ = P₂ − iγP₃,
Im(S₁S₂) = −γP₁P₃ − (γ/2)P₂²,
Γ⁽⁴⁾/Γ = −(P₂ + 2P₁P₃/P₂),

because Γ = γP₂ at this order. Both terms have a direct meaning. The term −P₂ is the normalization denominator of the exact relation in (d), since P₂ = Σ|p_j|²/|c|². The other term comes from the Stark shift P₁, which changes each x_j to x_j + P₁ and so changes γΣV²/x² by −2γP₃P₁. With q = x₁/x₃ and V₃² = 2V₁², P_n = (V₁²/Lⁿ)(1 + 2qⁿ), and

Γ⁽⁴⁾/Γ = −(V₁²/L²) [ (1 + 2q²) + 2(1 + 2q)(1 + 2q³)/(1 + 2q²) ].

If 2P3/2 is dropped (q = 0) this is −3V₁²/L². The program asserts that the eigenvalue of the complex 3 × 3 matrix differs from the second-order result by E⁽⁴⁾ to within one percent of E⁽⁴⁾, in both real and imaginary parts.

Outside the weak-field range, with |V₃| ≪ Δ − L still holding, 2P3/2 can be dropped in first approximation and the pole equation is the quadratic E(E + D₁) = V₁², with roots

E = −D₁/2 ± √(D₁²/4 + V₁²).

For |V₁| ≫ |D₁| the square root tends to ±|V₁|, so both roots have Im E → −γ/4 and Γ → γ/2. In this two-level model the states are then equal mixtures of S and P, the rate no longer grows with the field, and |c|² oscillates. The limit needs |D₁| ≪ |V₁| ≪ (Δ − L)/√2. For the hydrogen values of (h) the upper bound is only about 6.6 L, so no such range exists, and once |V₁| is comparable with L the full cubic must be solved. Its root that continues from 2S does not level off at γ/2. It has Γ ≈ 0.33γ at |V₁| = L and 0.64γ at |V₁| = 3L, against 0.28γ and 0.42γ from the quadratic, and it tends to γ when the field overwhelms the fine structure, where it becomes the P state |1↓⟩ that z does not couple to 2S. At L = 0, setting E = −iΓ/2 gives (Γ/2)(γ/2 − Γ/2) = V₁², whose smaller root is

Γ = γ/2 − √(γ²/4 − 4V₁²) = 4V₁²/γ + 16V₁⁴/γ³ + …,

valid for |V₁| < γ/4; above that value both roots have Γ = γ/2. On resonance the fourth-order term is positive, with relative size 4V₁²/γ², opposite in sign to the off-resonant case. In model B, 4V₁²/γ² = 4 × 0.04/3 = 0.053, and the second-order rate is 0.0533 + (0.08/3)/6.5 = 0.0574; with both levels, S₁ = −0.01026 − 0.02872i and S₂ = −0.04955 + 0.00158i, so 2 Im(S₁S₂) = 0.0028, which is 4.9 percent of the second-order rate, somewhat below 5.3 percent because 2P3/2 reduces |S₂|. This gives 0.0602, and the next term of the square-root series, 128V₁⁶/γ⁵ = 0.0003, supplies most of the remaining gap to the pole value 0.06058.

**(g) The amplitudes through 2P1/2 and 2P3/2 lead to the same final states. Show where their interference cancels and where it survives, and find the anisotropy R = (I∥ − I⊥)/(I∥ + I⊥) of the light emitted along and across the field.**

Solution. To first order in F the admixed P state is χ = Σ_j |j⟩ V_j/D_j for c = 1. Put u = 1/D₁ and v = 1/D₃, and use (b) with V₁ = −3F/√3 and V₃ = −3F√(2/3). The components on |0↑⟩ and |1↓⟩ are

a₀ = −3F[(1/3)u + (2/3)v] = −F(u + 2v),
a₁ = −3F[−(√2/3)u + (√2/3)v] = √2 F(u − v).

The first decays to 1S↑ with a π photon. The second decays to 1S↓ with a σ photon; the spin has been turned over by the spin-orbit coupling, and a₁ vanishes when D₁ = D₃. Each squared amplitude has a cross term:

|a₀|² = F²(|u|² + 4|v|² + 4 Re uv*),
|a₁|² = F²(2|u|² + 2|v|² − 4 Re uv*).

In the sum the cross terms cancel, |a₀|² + |a₁|² = F²(3|u|² + 6|v|²), and γ times this is the rate of (e). In the ratio they do not. In the Hermitian model A the propagated ratio of π to σ emission is 0.0865, against 0.0864 from |a₀|²/|a₁|² and 0.7385 with the cross terms deleted; in model B the numbers are 0.6721, 0.6720 and 0.5491. (In these models u and v are taken at the exact pole, 1/(E − ε_j).) The program asserts the agreement with the coherent ratio in both models and the disagreement with the incoherent one in model A.

For the angular distribution use the integrand of (c). The two components end in different spin states and add incoherently. The dipole vector ⟨1s|r|2p m_l⟩ is (r₁₂/√3) d, with d = ẑ for m_l = 0 and d = −(x̂ + iŷ)/√2 for m_l = 1. The polarization sum is Σ_e|e·d|² = |d|² − |n·d|². For m_l = 0 this is 1 − cos²θ = sin²θ. For m_l = 1, |n·d|² = sin²θ/2, so it is (1 + cos²θ)/2. The prefactor is (α³ω³/2π)(r₁₂²/3) = 3γ/8π by the formula for γ. Thus

dΓ/dΩ = (3γ/8π) [ |a₀|² sin²θ + |a₁|² (1 + cos²θ)/2 ].

Both angular functions integrate to 8π/3, which returns the total rate. At θ = 0 the bracket is |a₁|², and at θ = π/2 it is |a₀|² + |a₁|²/2, so

R = (|a₁|²/2 − |a₀|²)/(|a₀|² + 3|a₁|²/2).

With ρ = v/u = D₁/D₃ one has |a₀|² = F²|u|²|1 + 2ρ|² and |a₁|² = 2F²|u|²|1 − ρ|², and

R = (|1 − ρ|² − |1 + 2ρ|²)/(|1 + 2ρ|² + 3|1 − ρ|²) = (−6 Re ρ − 3|ρ|²)/(4 − 2 Re ρ + 7|ρ|²).

The second form uses |1 − ρ|² = 1 − 2 Re ρ + |ρ|² and |1 + 2ρ|² = 1 + 4 Re ρ + 4|ρ|². At this order R does not depend on F. For ρ = 0 (2P1/2 alone) the emission is isotropic. For ρ = 1 (no fine structure) R = −9/9 = −1, the pure sin²θ pattern. For small ρ, R ≈ −(3/2) Re ρ is linear in L/(Δ − L), whereas the 3/2 share of the total rate, 2|ρ|², is quadratic. The state m = −1/2 gives the same distribution, so the result holds for an unpolarized sample. The program tests the total rate and R by applying the golden-rule integrand directly to χ.

**(h) Evaluate the results for hydrogen with a fixed spinless nucleus, L = 1.6 × 10⁻⁷ hartree and F = 2 × 10⁻⁹ a.u.**

Solution. The value of L is a rough two-figure size of the Lamb shift (the input value converts to 1.05 GHz); F is chosen and equals 10.28 V/cm. Extra digits below show the arithmetic of the model. Since Γ ∝ L⁻², the rough L alone limits the results to two figures at best, and for the real atom the hyperfine structure treated in (i) changes the rates of individual sublevels by several to tens of percent.

With α = 0.00729735,

γ = (256/6561) α³ = 1.5162 × 10⁻⁸ a.u. = 6.268 × 10⁸ s⁻¹,
Δ − L = 1.66416 × 10⁻⁶ − 0.16 × 10⁻⁶ = 1.50416 × 10⁻⁶.

The matrix elements are |V₁| = 3.4641 × 10⁻⁹ and |V₃| = 4.8990 × 10⁻⁹, with squares 1.2 × 10⁻¹⁷ and 2.4 × 10⁻¹⁷. The ratio |V₁|/L = 0.02165 is small, so (e) applies. The denominators are

|D₁|² = L² + γ²/4 = 2.56 × 10⁻¹⁴ × (1 + 0.002245) = 2.56575 × 10⁻¹⁴,
|D₃|² = (Δ − L)² + γ²/4 = 2.26256 × 10⁻¹².

The partial rates are

Γ₁ = 1.51623 × 10⁻⁸ × 1.2 × 10⁻¹⁷ / 2.56575 × 10⁻¹⁴ = 7.0914 × 10⁻¹²,
Γ₃ = 1.51623 × 10⁻⁸ × 2.4 × 10⁻¹⁷ / 2.26256 × 10⁻¹² = 1.6083 × 10⁻¹³,

and their sum is

Γ = 7.2523 × 10⁻¹² a.u. = 3.0 × 10⁵ s⁻¹,  lifetime 3.3 μs.

Per unit field squared, Γ/F² = 1.813 × 10⁶ a.u. = 2.8 × 10³ s⁻¹ per (V/cm)². The 2P3/2 level adds 2.27 percent to Γ₁, and the width removes 0.22 percent from it, so the 2P3/2 term is the larger of the two refinements by a factor of ten.

The Stark shift is

Re E⁽²⁾ = 1.2 × 10⁻¹⁷ × 1.6 × 10⁻⁷/2.56575 × 10⁻¹⁴ − 2.4 × 10⁻¹⁷ × 1.50416 × 10⁻⁶/2.26256 × 10⁻¹²
= 7.483 × 10⁻¹¹ − 1.596 × 10⁻¹¹ = 5.888 × 10⁻¹¹ hartree.

Here 2P3/2 cancels about a fifth of the 2P1/2 term.

The 3 × 3 diagonalization gives Γ = 7.24362 × 10⁻¹², lower than the second-order 7.25225 × 10⁻¹² by 1.19 × 10⁻³ of the latter; the fourth-order formula gives −1.1925 × 10⁻³. The two-level estimate −3V₁²/L² = −1.406 × 10⁻³ overshoots this. The bracket of (f) accounts for the difference. With q ≈ Re ρ = −0.1063 it is 1.0226 + 2(0.7874)(0.9976)/1.0226 = 2.56 in place of 3, mainly because the factor 1 + 2q reduces the Stark shift. This gives −(0.02165)² × 2.56 = −1.20 × 10⁻³, and the remaining gap to −1.1925 × 10⁻³, under one percent of it, is of the order (γ/L)² dropped in that bracket.

The formal peak 4V₁²/γ = 3.17 × 10⁻⁹ a.u. would be the second-order rate at L = 0. It is not a usable value at this field: |V₁| = 3.46 × 10⁻⁹ is close to γ/4 = 3.79 × 10⁻⁹, where the expansion of (f) ceases to converge.

For the anisotropy, ρ = −0.106344 − 0.005576 i and |ρ|² = 0.01134, half the ratio Γ₃/Γ₁. Then

R = (0.63806 − 0.03402)/(4 + 0.21269 + 0.07938) = 0.60404/4.29207 = 0.1407.

A level that supplies about 2 percent of the rate produces an anisotropy of 0.14.

With the rough field-free rate γ_S ≈ 8 s⁻¹, the ratio γ_S/γ is about 10⁻⁸, so the rates add. Quenching equals the natural decay at F = √(8/2835) ≈ 0.05 V/cm.

**(i) Estimate what has been left out.**

Solution. Five effects are considered, each relative to Γ at fixed L unless stated.

Relativistic wave functions. With Dirac large and small radial functions G and Q, the angular factor of cos θ between the two j = 1/2, m = 1/2 spinors has modulus (1/√3)(1/√3) = 1/3, by (a) and (b), and is the same for both components, since the small component of 2S1/2 has the angular function of 2P1/2 and conversely. Hence |V₁|/F = (1/3)|∫ r(GG′ + QQ′) dr|. The program finds the radial functions from the series solution and obtains |V₁|/(√3F) − 1 = −2.2 × 10⁻⁵ = −0.4167 α². The coefficient is numerically close to −5/12; that identification is not derived here, and the assertion is only that the deviation is below α². The change in V₁² is twice as large. Corrections of the same order α² to γ and V₃ have not been computed. Thus √3 is the nonrelativistic value.

Other intermediate states. To first order in F and in the radiation field, the amplitude for 2S → 1S plus a photon polarized along i has two time orders:

M_i/F = Σ_n ⟨1s|r_i|n⟩⟨n|z|2s⟩/(E₂ₛ − E_n) + Σ_n ⟨1s|z|n⟩⟨n|r_i|2s⟩/(E₁ₛ − E_n).

In the second the photon leaves first, so the denominator is E₂ₛ − ω − E_n = E₁ₛ − E_n. The n = 2 terms of the first sum, with denominators D_j, are the resonant amplitudes A₀ = (r₁₂/√3)a₀/F and A₁ = (r₁₂/√3)a₁/F. In the rest, fine structure is negligible against the denominators, spin is a spectator, and the factor z selects m_l = 0, so i = z. The rest is a real number B added to A₀, with bound and continuum p states included. A Laguerre basis, tested by the 2p energy −1/8 and the ground-state polarizability 9/2, gives B = −8.94 a.u. The rate changes by (|A₀ + B|² − |A₀|²)/(|A₀|² + |A₁|²) = 9.8 × 10⁻⁷. The effect is linear in B, through interference with a resonant amplitude of order 1/L, and is therefore of order L in atomic units and not L².

Photon frequency. By the line shape in (e), the factor ω³ belongs at the 2S–1S frequency. Compared with the 2P1/2 width, evaluated at a frequency lower by L, this is a relative increase 3L/ω = 1.3 × 10⁻⁶. It is smaller than the α² corrections to ω itself.

Nuclear mass. For the neutral atom the dipole operator is exactly minus the relative coordinate. With reduced mass μ = 1/(1 + m_e/m_p), lengths scale as 1/μ and ω as μ, so V² ∝ μ⁻², γ ∝ ω³r₁₂² ∝ μ, and γV² ∝ 1/μ. The leading term rises by m_e/m_p = 5.4 × 10⁻⁴.

Nuclear spin. The Fermi contact interaction is (8π/3) g_e μ_B g_p μ_N δ³(r) I·s, with g_e = 2, μ_B = α/2 and μ_N = (α/2)(m_e/m_p). I·s is 1/4 in the triplet and −3/4 in the singlet, a difference of 1, and |ψ₂ₛ(0)|² = (1/2)/(4π) = 1/(8π) from u₂ₛ/r → 1/√2. The 2S splitting is

(8π/3) · 2 · (α²/4) g_p (m_e/m_p)/(8π) = g_p α² (m_e/m_p)/6 = 2.70 × 10⁻⁸ hartree = 0.17 L.

The singlet is displaced by three quarters of this, about 0.13 L, and the triplet by one quarter, about 0.04 L, in the opposite direction; the 2P1/2 level also splits, by about one third of the 2S splitting (not derived here). The singlet moves down, toward 2P1/2, and the triplet moves up. Because Γ ∝ L⁻², the 2S displacement alone multiplies the leading term by (1 − 0.127)⁻² = 1.31 for the singlet and by (1 + 0.042)⁻² = 0.92 for the triplet, so the rate of (e) rises by about 30 percent for the singlet and falls by about 8 percent for the triplet; with the 2P hyperfine structure included these figures become about +34 percent for the singlet, −15 percent for the triplet with m = 0 and −5 percent for the triplet with m = ±1, and the anisotropy R of (h) ranges from about 0.12 to 0.15 over these sublevels. Each figure exceeds the 2P3/2 term, the width correction and every other item above. The formula of (e) is therefore a statement about a spinless nucleus. The method itself carries over: the decay matrix of (c) is still γ times the unit matrix when nuclear spin is appended, so to order F² the rate of a given hyperfine sublevel is γ Σ|V|²/(x² + γ²/4), summed over the 2P hyperfine states it couples to, each with its own separation x.

Calculated quantities

```
model A: E1=-1.0, E3=2.5, V0=0.5 (unit: 2P width)
  rate: propagated 0.08627, pole 0.08622
  pi/sigma: propagated 0.0865, coherent 0.0864, incoherent 0.7385
model B: E1=0.0, E3=2.5, V0=0.2 (unit: 2P width)
  rate: propagated 0.06055, pole 0.06058
  pi/sigma: propagated 0.6721, coherent 0.6720, incoherent 0.5491
alpha = 0.00729735 
<2p|r|2s> = -5.19615 bohr
<1s|r|2p> = 1.29027 bohr
<r^-3> 2p = 0.0416667 bohr^-3
|<2P1/2|z|2S>| = 1.73205 bohr
|<2P3/2|z|2S>| = 2.44949 bohr
gamma = 1.51623e-08 a.u.
gamma = 6.26832e+08 1/s
L (rough input) = 1.6e-07 hartree
L = 1052.75 MHz
Dfs Dirac = 1.66416e-06 hartree
Dfs spin-orbit = 1.6641e-06 hartree
Dfs - L = 1.50416e-06 hartree
F (input) = 2e-09 a.u.
F = 10.2844 V/cm
|V1/2| = 3.4641e-09 hartree
|V3/2| = 4.89898e-09 hartree
|V1/2|/L = 0.0216506 
L^2+gamma^2/4 = 2.56575e-14 hartree^2
(Dfs-L)^2+gamma^2/4 = 2.26256e-12 hartree^2
Gamma via 2P1/2 = 7.09142e-12 a.u.
Gamma via 2P3/2 = 1.60834e-13 a.u.
ratio 3/2 to 1/2 = 0.0226801 
Gamma total = 7.25225e-12 a.u.
Gamma total = 299818 1/s
lifetime = 3.33535 microsecond
Gamma/F^2 = 1.81306e+06 a.u.
Gamma/F^2 = 2834.65 1/s per (V/cm)^2
Stark shift, second order = 5.88767e-11 hartree
width correction gamma^2/4L^2 = 0.00224508 
peak rate 4V^2/gamma, formal = 3.16574e-09 a.u.
Gamma exact 3x3 = 7.24362e-12 a.u.
fourth order / Gamma = -0.0011925 
-3 V1/2^2/L^2 = -0.00140625 
rho = -0.106344 -0.00557612 i
anisotropy R = 0.140734 
Dirac element/sqrt3 - 1 = -2.21883e-05 
same in units of alpha^2 = -0.416671 
off-resonant amplitude B = -8.93923 a.u.
off-resonant relative change = 9.84751e-07 
3L/omega = 1.28e-06 
m_e/m_p = 0.000544617 
2S hyperfine, Fermi contact = 2.6999e-08 hartree
hyperfine/L = 0.168744 
two-photon rate (rough input) = 8 1/s
field where Gamma equals it = 0.0531246 V/cm
```
